# Vacuum polarization in a hydrogen-like ion: the contact potential and the shift of the S levels

**Q.** You say that the vacuum alters Coulomb's law close to a nucleus and that S levels move because of it. I do not see what there is in empty space to polarize.

**A.** In the Dirac-sea picture the vacuum has every negative-energy state of the electron filled, and the uniform charge of this sea is subtracted. A static potential $\phi$ mixes empty positive-energy states into the filled ones and so displaces charge. I use $\hbar=c=1$ and Heaviside–Lorentz units, so $\nabla^2\phi=-\rho$ and $\alpha=e^2/4\pi$. The electron has charge $-e$ and mass $m$. The response is taken to first order in $\phi$, and the sea electrons feel one another only through the mean $\phi$, which is the one-loop approximation.

Take a box of volume $\Omega$ and $\phi=\phi_0A$ with $A=e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r}$. An electron has potential energy $U_0A$ with $U_0=-e\phi_0$. First-order perturbation theory changes a filled state $i$ by $\sum_k|k\rangle U_0\langle k|A|i\rangle/(\varepsilon_i-\varepsilon_k)$. Inserting this in the bra and in the ket and summing over the sea gives

$$\delta\langle A\rangle=2U_0\sum_{i\ \rm filled}\sum_k\frac{|\langle k|A|i\rangle|^2}{\varepsilon_i-\varepsilon_k}.$$

When $k$ is also filled, the terms $(i,k)$ and $(k,i)$ have opposite denominators and cancel. Only positive-energy $k$ remain, with $\varepsilon_i-\varepsilon_k=-(E+E')$, where $E=\sqrt{p^2+m^2}$ and $E'=\sqrt{p'^2+m^2}$. The operator $A$ links $\mathbf p$ to $\mathbf p'=\mathbf p\pm\mathbf q$, and the two signs give equal sums, as the substitution $\mathbf p\to-\mathbf p$ shows. Let $T$ be the squared spinor overlap summed over both spins of both states. Then $\delta\langle A\rangle=-4U_0\sum_{\mathbf p}T/(E+E')$ with $\mathbf p'=\mathbf p+\mathbf q$. An induced number density $n_0A$ has $\delta\langle A\rangle=\int n_0A^2\,d^3r=2n_0\Omega$, so $n_0=-(2U_0/\Omega)\sum_{\mathbf p}T/(E+E')$. The induced charge density is $-en_0$, and the three minus signs (from the charge, from the denominator, from $U_0=-e\phi_0$) leave one:

$$\rho_{\rm ind}(q)=-\chi(q)\,\phi(q),\qquad \chi(q)=2e^2\int\frac{d^3p}{(2\pi)^3}\,\frac{T}{E+E'}.\tag1$$

Since $\chi>0$, the induced charge opposes the potential, as in a dielectric. No current flows: isotropy would force it along $\mathbf q$, and static charge conservation demands $\mathbf q\cdot\mathbf j=0$. The numerical check tests the sign and the factor 2 by diagonalizing a sea of seven coupled momenta, with agreement to $10^{-5}$ of the value.

**Q.** The overlap $T$ needs explicit spinors, and the integral is three-dimensional. Can it be done by hand?

**A.** The spinors are not needed. With $H=\boldsymbol\alpha\cdot\mathbf p+\beta_Dm$, where the four Dirac matrices anticommute and square to one, $H^2=E^2$. Hence $\Lambda_\pm=(1\pm H/E)/2$ project on the two energy signs, and the spin sum is $T=\mathrm{Tr}[\Lambda_+(\mathbf p')\Lambda_-(\mathbf p)]$. The matrices are traceless, with $\mathrm{Tr}\,\alpha_i\alpha_j=4\delta_{ij}$, $\mathrm{Tr}\,\beta_D^2=4$ and $\mathrm{Tr}\,\alpha_i\beta_D=0$, so

$$T=\tfrac14\Big[4-\frac{\mathrm{Tr}\,H'H}{EE'}\Big]=1-\frac{\mathbf p\cdot\mathbf p'+m^2}{EE'}.$$

From $q^2=p^2+p'^2-2\mathbf p\cdot\mathbf p'$ follows $\mathbf p\cdot\mathbf p'+m^2=(E^2+E'^2-q^2)/2$. With $D=E'-E$ and $W=E+E'$,

$$T=\frac{2EE'-E^2-E'^2+q^2}{2EE'}=\frac{q^2-D^2}{2EE'}.$$

Take the polar axis along $\mathbf q$, so $d^3p=2\pi p^2\,dp\,d\cos\theta$. At fixed $p$, $p'^2=p^2+q^2+2pq\cos\theta$ gives $p'dp'=pq\,d\cos\theta$. With $p\,dp=E\,dE$, $p'dp'=E'dE'$ and $dE\,dE'=\tfrac12dW\,dD$,

$$d^3p=\frac{\pi}{q}\,EE'\,dW\,dD .$$

The range of $D$ comes from $|\cos\theta|\le1$. Since $WD=E'^2-E^2=q^2+2pq\cos\theta$, the condition is $(WD-q^2)^2\le4q^2p^2$, with $p^2=(W-D)^2/4-m^2$. Written out, it is

$$W^2D^2-2q^2WD+q^4\le q^2W^2-2q^2WD+q^2D^2-4m^2q^2 .$$

The cross terms cancel, leaving $D^2s\le q^2s-4m^2q^2$ with $s=W^2-q^2$. This $s$ is positive because $W>p+p'\ge q$. Therefore $|D|\le qv$ with $v^2=1-4m^2/s$, and $s$ starts at $4m^2$. The quantity $s$ is the squared invariant mass of the virtual pair. The factor $EE'$ cancels in (1):

$$\chi=\frac{e^2}{8\pi^2q}\int\frac{dW}{W}\int_{-qv}^{qv}(q^2-D^2)\,dD=\frac{e^2q^2}{4\pi^2}\int\frac{dW}{W}\Big(v-\frac{v^3}{3}\Big).$$

Finally $dW/W=ds/2W^2=ds/[2(s+q^2)]$ and $e^2/8\pi^2=\alpha/2\pi$:

$$\chi(q)=q^2\int_{4m^2}^\infty ds\,\frac{\sigma(s)}{s+q^2},\qquad\sigma(s)=\frac{\alpha}{6\pi}\,v\,(3-v^2).\tag2$$

**Q.** That integral diverges, since $\sigma\to\alpha/3\pi$ at large $s$. You cannot draw a finite shift from an infinite susceptibility.

**A.** The divergent part does not depend on $q$. The identity $1/(s+q^2)=1/s-q^2/[s(s+q^2)]$ splits (2) into

$$\frac{\chi}{q^2}=C-\Pi(q),\qquad C=\int ds\,\frac{\sigma}{s},\qquad\Pi(q)=q^2\int_{4m^2}^\infty\frac{ds\;\sigma(s)}{s\,(s+q^2)}.\tag3$$

The function $\Pi$ converges, is positive and vanishes at $q=0$; it is the renormalized polarization function. With a momentum cutoff $\Lambda$ one has $s\simeq4\Lambda^2$ at the upper end, so $C$ grows as $(2\alpha/3\pi)\ln\Lambda$, by $\tfrac23\ln2=0.46210$ in units of $\alpha/\pi$ per doubling, which the program asserts on the original momentum integral.

Call $e_0$ the charge that stands in (1). Poisson's equation $q^2\phi=\rho_{\rm ext}-\chi\phi$ for a point nucleus, $\rho_{\rm ext}(q)=Ze_0$, gives the potential energy $U=-e_0\phi$ of a bound electron,

$$U(q)=-\frac{Ze_0^2}{q^2\,(1+C-\Pi)}=-\frac{Ze_0^2/(1+C)}{q^2\,[1-\Pi/(1+C)]}.$$

At large distance, $q\to0$, this is Coulomb's law with $e^2=e_0^2/(1+C)$, and that combination is what a measurement of charge returns. Since $\Pi\propto e_0^2$, the ratio $\Pi/(1+C)$ is the same function written with the measured $\alpha$. The constant $C$ has left the formula, and to first order in $\alpha$

$$U(q)=-\frac{4\pi Z\alpha}{q^2}\,[1+\Pi(q)].\tag4$$

Another spherically symmetric cutoff changes the integration region only near $p\sim\Lambda$, where $|q|$ and $m$ enter $T/(Wq^2)$ through corrections that vanish as $\Lambda\to\infty$. It therefore changes $C$ and not $\Pi$. The symmetry is needed: there $T/(Wq^2)\to\sin^2\theta/4p^3$, with $\theta$ the angle between $\mathbf p$ and $\mathbf q$, so an ellipsoidal cutoff would make $C$ depend on the direction of $\mathbf q$. As a test, the program integrates (1) directly over $|\mathbf p|$ and angle, in momenta $\mathbf p\pm\mathbf q/2$ and with the $q\to0$ integrand subtracted, and matches (3) to $10^{-7}$ in units of $\alpha/\pi$ at four values of $q$.

**Q.** Then what does $\Pi$ do at low momentum?

**A.** Use $v$ as the variable. From $s=4m^2/(1-v^2)$ follow $ds/s=2v\,dv/(1-v^2)$ and $q^2/(s+q^2)=q^2(1-v^2)/[4m^2+q^2(1-v^2)]$. The factors $1-v^2$ cancel in (3):

$$\Pi(q)=\frac\alpha\pi\int_0^1dv\,\frac{v^2(3-v^2)}{3}\,\frac{q^2}{4m^2+q^2(1-v^2)}.\tag5$$

The last factor expands as $q^2/4m^2-q^4(1-v^2)/16m^4+\dots$, a geometric series that converges for all $v$ when $q<2m$. The two integrals are

$$\int_0^1\Big(v^2-\frac{v^4}{3}\Big)dv=\frac13-\frac1{15}=\frac4{15},\qquad\frac13\int_0^1(3v^2-4v^4+v^6)\,dv=\frac13\Big(1-\frac45+\frac17\Big)=\frac4{35},$$

and dividing by 4 and by 16,

$$\Pi(q)=\frac\alpha\pi\Big[\frac{q^2}{15m^2}-\frac{q^4}{140m^4}+\dots\Big].\tag6$$

In units of $\alpha/\pi$ the full function is 0.0006660 at $q=0.1m$ against 0.0006667 from the first term, 0.0604 against 0.0667 at $q=m$, and 0.337 against 0.600 at $q=3m$. The first term always lies above, because the denominator in (5) is never smaller than $4m^2$.

**Q.** The covariant loop calculation gives a Feynman-parameter integral with a logarithm. Is yours the same function?

**A.** It is. Let $L=\ln[1+q^2(1-v^2)/4m^2]$, so that $dL/dv=-2vq^2/[4m^2+q^2(1-v^2)]$. The integrand of (5) is $-\tfrac12(v-v^3/3)\,dL/dv$. On integrating by parts the boundary term vanishes, at $v=0$ through the polynomial and at $v=1$ through $L$, leaving $\tfrac12\int_0^1(1-v^2)L\,dv=\tfrac14\int_{-1}^1(1-v^2)L\,dv$. With $v=1-2x$, $1-v^2=4x(1-x)$ and $|dv|=2\,dx$,

$$\Pi(q)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\Big[1+x(1-x)\frac{q^2}{m^2}\Big].$$

**Q.** What potential does the first term of (6) produce?

**A.** In (4) the $q^2$ of (6) cancels the Coulomb pole:

$$\delta U(q)=-\frac{4\pi Z\alpha}{q^2}\cdot\frac{\alpha q^2}{15\pi m^2}=-\frac{4\alpha\,Z\alpha}{15m^2}.$$

With $f(\mathbf r)=\int d^3q\,e^{i\mathbf q\cdot\mathbf r}f(q)/(2\pi)^3$, the constant 1 transforms to the three-dimensional delta function, so

$$\delta U(\mathbf r)=-\frac{4\alpha\,Z\alpha}{15m^2}\,\delta^3(\mathbf r).\tag7$$

**Q.** The sign looks wrong. You said the vacuum screens, and screening should weaken the attraction.

**A.** It weakens it relative to the bare charge, through $C$. The measured $\alpha$ already contains all of that screening, because it refers to large distance. In $1+C-\Pi$ the positive $\Pi$ undoes part of the screening at finite $q$. An electron close to the nucleus is inside part of the screening cloud and sees more charge than the measured $Ze$, so relative to the measured Coulomb potential the correction attracts.

**Q.** Granting (7), what is the level shift? I want $|\psi(0)|^2$ derived for every $n$.

**A.** Let the bound particle, of charge $-e$ and mass $M$, obey the Schrödinger equation in $V=-Z\alpha/r$, which needs $Z\alpha\ll1$, and set $a=1/(Z\alpha M)$. For an electron and an infinitely heavy nucleus $M=m$. First-order perturbation theory with (7) gives $\Delta E=-(4\alpha Z\alpha/15m^2)|\psi(0)|^2$.

For $l=0$ write $\psi=u/(\sqrt{4\pi}\,r)$, with $\int u^2dr=1$ and $u''=2M(V-E)u$. Multiply by $2u'$ and integrate over $r$. The left side is $[u'^2]_0^\infty=-u'(0)^2$. The right side is $2M\int(V-E)(u^2)'dr=-2M\int V'u^2dr$, where the boundary term vanishes because $Vu^2\sim r$ at the origin. Since $u\simeq u'(0)\,r$,

$$|\psi(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{M}{2\pi}\langle V'\rangle=\frac{MZ\alpha}{2\pi}\langle r^{-2}\rangle .$$

For $\langle r^{-2}\rangle$ consider the radial equation $u''=[l(l+1)/r^2-2/(ar)+\kappa^2]u$, $E=-\kappa^2/2M$, with $l$ a real parameter. Insert $u=e^{-\kappa r}\sum_kc_kr^{k+l+1}$. The terms in $\kappa^2$ cancel, and the power $r^{k+l}$ gives, with $(k+l+2)(k+l+1)-l(l+1)=(k+1)(k+2l+2)$,

$$(k+1)(k+2l+2)\,c_{k+1}=2\big[\kappa(k+l+1)-1/a\big]c_k.\tag8$$

If the series does not end, $c_{k+1}/c_k\to2\kappa/k$ and $u$ grows as $e^{\kappa r}$. It ends at $k=n_r$ when $\kappa=1/(an)$ with $n=n_r+l+1$, so $E=-(Z\alpha)^2M/2n^2$ for any real $l\ge0$. The Hellmann–Feynman theorem states $dE/dl=\langle\partial H/\partial l\rangle$; it holds because the terms with $\partial u/\partial l$ add up to $E\,\partial\langle u|u\rangle/\partial l=0$. At fixed $n_r$ it reads $(Z\alpha)^2M/n^3=(2l+1)\langle r^{-2}\rangle/2M$. At $l=0$ this gives $\langle r^{-2}\rangle=2/(a^2n^3)$, and $|\psi(0)|^2=1/(\pi a^3n^3)$. The program asserts both symbolically for $n=1$ to 4. Then

$$\Delta E(nS)=-\frac{4\alpha}{15\pi}\,(Z\alpha)^4\,\frac{M^3}{m^2n^3},\qquad M=m:\quad\Delta E(nS)=-\frac{4\alpha}{15\pi}\,\frac{(Z\alpha)^4\,m}{n^3}.\tag9$$

For $l>0$ the wave function vanishes at the origin and (7) gives no shift. With a nucleus of finite mass, $M$ is the reduced mass at this order, while $m$ remains the mass in the loop.

**Q.** You built a delta function, which contains all momenta, from an expansion valid for $q<2m$. That is a contradiction.

**A.** Equation (7) is not the potential at each point. It stands in for a short-ranged potential inside an average over a much wider density. The true shape follows from (3). For a Yukawa function, $\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}e^{-\mu r}/r=(4\pi/q)\int_0^\infty e^{-\mu r}\sin qr\,dr=4\pi/(q^2+\mu^2)$. Since $\delta U(q)=-4\pi Z\alpha\int ds\,\sigma/[s(s+q^2)]$, each $s$ contributes one such term with $\mu=\sqrt s$. Put $s=4m^2t^2$, so that $ds/s=2\,dt/t$, $v=\sqrt{t^2-1}/t$ and $(3-v^2)/2=1+1/2t^2$. The result is the Uehling potential,

$$U_{\rm U}(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\int_1^\infty dt\,e^{-2mrt}\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.\tag{10}$$

It is negative everywhere, its magnitude falls steadily with $r$, and it decays at least as fast as $e^{-2mr}$. Its moments follow from $\int d^3r\,r^ke^{-\mu r}/r=4\pi(k+1)!/\mu^{k+2}$. For $k=0$ the moment is $-4\pi Z\alpha\int\sigma\,ds/s^2$. Expanding (3) as $\Pi=q^2\int\sigma\,ds/s^2-q^4\int\sigma\,ds/s^3+\dots$ and comparing with (6) gives $\int\sigma\,ds/s^2=\alpha/15\pi m^2$, so the volume integral of (10) is exactly the strength of (7); the program's radial quadrature gives 0.2666667 in units of $\alpha Z\alpha/m^2$, which is $4/15$. The replacement by a delta function is good when $|\psi|^2$ barely varies over a Compton length $1/m$, that is when $\beta=1/(ma)=Z\alpha M/m\ll1$.

**Q.** "Barely varies" is vague. I would guess from (6) that the error is of relative order $\beta^2$.

**A.** It is of order $\beta$. The $q^4$ term corresponds to $\nabla^2\delta^3(\mathbf r)$, whose average is $\nabla^2|\psi|^2$ at the origin, and for an S state that is infinite because of the cusp. At $k=l=0$, (8) gives $c_1=(\kappa-1/a)c_0$, so $u/r=c_0[1+(\kappa-1/a)r](1-\kappa r)+\dots=c_0(1-r/a+\dots)$ for every $n$. Thus $|\psi|^2=|\psi(0)|^2(1-2r/a+\dots)$, and $\nabla^2r=2/r$ diverges. The term linear in $r$ must be averaged with (10) itself. For $k=1$ the Yukawa moment is $8\pi/(2mt)^3=\pi/m^3t^3$. With $t=1/y$ and then $y=\sin\theta$,

$$\int_1^\infty\frac{dt}{t^5}\Big(1+\frac1{2t^2}\Big)\sqrt{t^2-1}=\int_0^1y^2\Big(1+\frac{y^2}2\Big)\sqrt{1-y^2}\,dy=\frac\pi{16}+\frac12\cdot\frac\pi{32}=\frac{5\pi}{64},$$

using $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/4-3\pi/16$ and $\int_0^{\pi/2}\sin^4\theta\cos^2\theta\,d\theta=3\pi/16-5\pi/32$. Hence $\int rU_{\rm U}\,d^3r=-Z\alpha\,(2\alpha/3)(5\pi/64)/m^3=-(5\pi/96)\,\alpha Z\alpha/m^3$. Dividing by the volume integral gives the mean radius $\bar r=(5\pi/96)(15/4)/m=25\pi/(128m)=0.61359/m$. Therefore

$$\frac{\langle U_{\rm U}\rangle}{\Delta E_{\rm contact}}=1-\frac{2\bar r}{a}+O(\beta^2)=1-\frac{25\pi}{64}\beta+O(\beta^2),\tag{11}$$

with slope 1.22718. The remainder $O(\beta^2)$ refers to Schrödinger states. For an electron the Dirac density found at the end carries a factor $r^{2\gamma-2}\simeq1-(Z\alpha)^2\ln(r/a)$, which makes the remainder of order $(Z\alpha)^2\ln(1/Z\alpha)$. For $M=m$ the added term is $(4\alpha/15\pi)(25\pi/64)(Z\alpha)^5m/n^3=+\tfrac5{48}\alpha(Z\alpha)^5m/n^3$. The program asserts this slope at $\beta=0.001$ for $n=1,2,3$ to 0.3 % of its value. The computed ratios for Schrödinger states are these.

| $\beta$ | 1S | 2S | linear form (11) |
|---|---|---|---|
| 0.001 | 0.99877 | 0.99877 | 0.99877 |
| 0.01 | 0.98786 | 0.98784 | 0.98773 |
| 0.1 | 0.88897 | 0.88771 | 0.87728 |
| 2 | 0.236 | 0.213 | −1.45 |

For 1S the order of the columns can be derived: $1-2r/a\le e^{-2r/a}\le1$ and $U_{\rm U}$ has one sign, so the true ratio lies between the linear form and 1. The 2S ratio falls slightly below the 1S ratio at small $\beta$ because of the next term in $x=r/a$. It is $2x^2$ for $e^{-2x}$ but $\tfrac74x^2$ for $(1-x/2)^2e^{-x}$, the 2S density from (8) with $\kappa=1/2a$. The row $\beta=2$ describes a particle much heavier than the electron, with an orbit radius of half a Compton length of the loop. There the true 1S shift is 0.236 of the contact value, the linear form has the wrong sign, and only (10) is usable.

**Q.** And P states are then not exactly unshifted?

**A.** They are not. For 2P, (8) with $n_r=0$, $l=1$ gives $u=c\,r^2e^{-r/2a}$ with $c^2\,4!\,a^5=1$. Only the angular average of the density matters, $u^2/4\pi r^2=r^2e^{-r/a}/(96\pi a^5)$. The $k=2$ moment is $-24\pi Z\alpha\int\sigma\,ds/s^3=-24\pi Z\alpha\cdot\alpha/(140\pi m^4)$, by comparison with the $q^4$ term of (6). Dropping the exponential and setting $M=m$,

$$\Delta E(2P)\simeq-\frac{24}{140}\,\frac{\alpha Z\alpha}{m^4}\,\frac{(Z\alpha m)^5}{96\pi}=-\frac{\alpha(Z\alpha)^6m}{560\pi},$$

two powers of $Z\alpha$ below the S shift. This is the Schrödinger value, and for $j=\tfrac12$ relativity is not a small correction to it. In the Dirac equation written out below, the lower spinor is $\eta\simeq\boldsymbol\sigma\cdot\mathbf p\,\varphi/2m$. For $2P_{1/2}$ the upper spinor near the origin is proportional to $\boldsymbol\sigma\cdot\mathbf r\,\chi_s/a^{5/2}$, and $\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\mathbf r)=3$, so $|\eta(0)|^2$ is non-zero and of order $1/(m^2a^5)$. The contact term (7) then adds a shift of the same order $\alpha(Z\alpha)^6m$. That term is not evaluated here, so the 2P numbers below are not the $2P_{1/2}$ shift.

**Q.** Show me numbers for a real ion.

**A.** Take hydrogen-like vanadium, V$^{22+}$, with $Z=23$, an infinitely heavy point nucleus and one-loop vacuum polarization only. With $1/\alpha=137.035999$, $Z\alpha=0.167839$, $(Z\alpha)^4=7.935470\times10^{-4}$ and $4\alpha/15\pi=6.194185\times10^{-4}$. Equation (9) with $mc^2=510998.95$ eV gives

$$\Delta E(1S)=-6.194185\times10^{-4}\times7.935470\times10^{-4}\times510998.95\ \text{eV}=-0.2512\ \text{eV},$$

and $\Delta E(2S)=-0.2512/8=-0.0314$ eV. By the other route, $1/m^2$ in (7) becomes $\hbar c\,(\hbar/mc)^2$, with $\hbar c=1.973270\times10^8$ eV fm and $\hbar/mc=386.159$ fm. The strength is

$$-\frac4{15}\times\frac{0.167839}{137.035999}\times1.973270\times10^8\times386.159^2=-9.61051\times10^9\ \text{eV fm}^3 .$$

With $a=2300.77$ fm, $|\psi_{1S}(0)|^2=1/\pi a^3=2.61355\times10^{-11}$ fm$^{-3}$, and the product is again $-0.2512$ eV. Relative to the Bohr binding energy of 7197 eV this is $3.5\times10^{-5}$.

The ion is not deep in the contact regime. The mean radius is $0.61359\times386.159=236.94$ fm, so $2\bar r/a=2\times236.94/2300.77=0.206$, and (11) gives $-0.25118\times(1-0.20597)=-0.1994$ eV. The full average of (10) over the Schrödinger 1S state is $-0.2072$ eV, which is 0.825 of the contact value and lies between the two estimates, as the inequality above requires. For 2S it is $-0.0258$ eV, or 0.822 of the contact value. For 2P it is $-3.7\times10^{-5}$ eV, a fraction $1.4\times10^{-3}$ of the full 2S shift. The leading formula gives $-4.7\times10^{-5}$ eV, larger in magnitude because it replaces $e^{-r/a}$ by 1.

**Q.** First-order perturbation theory with a potential more singular than $1/r$ makes me uneasy.

**A.** The program tests it by diagonalizing Coulomb plus Uehling in a basis of functions $re^{-\zeta r}$ and asserts agreement within 0.2 % of the first-order value. It finds $-0.20725$ eV against $-0.20723$ eV. The direction of the difference is fixed: the basis contains the unperturbed 1S function, whose energy is the first-order result, and the lowest eigenvalue cannot lie above it. One must not attempt the same with (7). Its second-order term involves $\int d^3q/q^2$, which diverges, while (10) cuts that integral off at $q\sim m$.

**Q.** At $Z\alpha=0.17$, is the Schrödinger function itself good enough so close to the nucleus?

**A.** Only roughly, and the Dirac 1S state shows by how much. With upper and lower spinors $\varphi,\eta$, the equations are $(E-V-m)\varphi=\boldsymbol\sigma\cdot\mathbf p\,\eta$ and $(E-V+m)\eta=\boldsymbol\sigma\cdot\mathbf p\,\varphi$. Put $\varphi=g\chi_s$ and $\eta=-if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_s$, with $\chi_s$ a constant spinor. Then $\boldsymbol\sigma\cdot\mathbf p\,\varphi=-ig'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_s$. Using $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and the vanishing curl of $f\hat{\mathbf r}$, $\boldsymbol\sigma\cdot\mathbf p\,\eta=-(f'+2f/r)\chi_s$. With $g=G/r$ and $f=F/r$,

$$G'-\frac Gr=\Big(E+m+\frac{Z\alpha}r\Big)F,\qquad F'+\frac Fr=-\Big(E-m+\frac{Z\alpha}r\Big)G .$$

Try $G=r^\gamma e^{-\lambda r}$ and $F=cG$. The $1/r$ terms give $\gamma-1=cZ\alpha$ and $c(\gamma+1)=-Z\alpha$, so $\gamma^2=1-(Z\alpha)^2$ and $c^2=(1-\gamma)/(1+\gamma)$. The constant terms give $-\lambda=c(E+m)$ and $c\lambda=E-m$, so $c^2=(m-E)/(m+E)$, hence $E=\gamma m$ and $\lambda=-c(1+\gamma)m=Z\alpha m$. The radial density $G^2+F^2$ is proportional to $r^{2\gamma}e^{-2Z\alpha mr}$.

The ratio of this density to the Schrödinger one is a constant times $r^{2\gamma-2}$, which decreases with $r$. Both densities are normalized, so they cross once, at some $r_0$, with the Dirac density larger inside. The difference of the averages of $|U_{\rm U}|$ equals the integral of the density difference times $|U_{\rm U}(r)|-|U_{\rm U}(r_0)|$. Both factors change sign at $r_0$, so the integrand is positive and the Dirac shift is the larger in magnitude. For vanadium $\gamma=0.985814$ and the average is $-0.2257$ eV, or 0.899 of the contact value. The finite range lowers the ratio from 1 to 0.825, and relativity brings it back to 0.899, so in this ion the two corrections partly offset each other. The contact value $-0.25$ eV gives the sign and the size of the Dirac–Uehling shift of $-0.23$ eV, not its second digit.

**Q.** Is $-0.23$ eV then what one would measure as the radiative shift of that level?

**A.** No. It is the vacuum-polarization term linear in the nuclear field and first order in $\alpha$, for a fixed point nucleus. The electron's self-energy enters at the same order in $\alpha$ and is a separate calculation. The finite size and the recoil of the nucleus, the response of the sea at higher powers of $Z\alpha$, and two-loop polarization are also absent from (4), and none of them is evaluated here. The program and its output follow.

## Table of computed values

```
Pi(q) in units alpha/pi: q/m, direct, spectral, q^2/15
  0.1  0.0006660  0.0006660  0.0006667
  0.3  0.0059429  0.0059429  0.0060000
  1.0  0.0604295  0.0604295  0.0666667
  3.0  0.3371472  0.3371472  0.6000000
growth of C on doubling cutoff = 0.46210 alpha/pi
-int U d^3r = 0.2666667 alpha Zalpha/m^2
mean radius of U = 0.61359 /m
slope 25 pi/64 = 1.22718
beta, full/contact for 1S, 2S, and 1 - slope*beta
  0.001  0.99877  0.99877  0.99877
  0.010  0.98786  0.98784  0.98773
  0.100  0.88897  0.88771  0.87728
  2.000  0.23624  0.21276  -1.45437
Example V22+: Z = 23
1/alpha = 137.035999
Z alpha = 0.167839
(Z alpha)^4 = 7.935470e-04
4 alpha/(15 pi) = 6.194185e-04
m c^2 = 510998.95 eV
hbar c = 1.973270e+08 eV fm
hbar/(m c) = 386.159 fm
a = a0/Z = 2300.77 fm
mean radius of U = 236.94 fm
contact strength = -9.61051e+09 eV fm^3
|psi_1S(0)|^2 = 2.61355e-11 fm^-3
|psi_2S(0)|^2 = 3.26693e-12 fm^-3
1S Bohr energy = -7197.41 eV
contact 1S = -0.25118 eV
contact 2S = -0.03140 eV
contact 1S / |Bohr energy| = -3.490e-05
slope * Z alpha = 0.20597
contact + next order 1S = -0.19944 eV
Uehling, Schroedinger 1S = -0.20723 eV, ratio 0.8250
Uehling, Schroedinger 2S = -0.02581 eV, ratio 0.8220
diagonalization 1S = -0.20725 eV
Uehling, Schroedinger 2P = -3.7163e-05 eV
leading 2P formula = -4.7381e-05 eV
2P / 2S = 1.4400e-03
Dirac gamma = 0.985814
Uehling, Dirac 1S = -0.22571 eV, ratio 0.8986
```
